\section*{Poles of RHF and correlated force constants at singlet instabilities, part 1}

(Sections cited here and not found follow in the second part.)

\section{Poles of response properties at Hartree--Fock instabilities}

In the two-orbital model below, one vibrational mode has a bare force constant of $0.3\ E_h/\mathrm{bohr}^2$ (890~cm$^{-1}$ for a reduced mass of 10~u). When the stability eigenvalue $\lambda$ of the restricted Hartree--Fock (RHF) solution is $+0.005\ E_h$, the RHF force constant is $-1.70$ and the MP2 one is $-7.69\ E_h/\mathrm{bohr}^2$. At $\lambda=-0.005\ E_h$ they are $+2.30$ and $-3.93$. The exact values for the even state that the RHF determinant approximates are $0.469$ and $0.425$; at these $\lambda$ that state is an excited state, as shown below. RHF changes sign through infinity, MP2 diverges faster and keeps its sign, the exact result is smooth, and the orbital gap in the MP2 denominator stays near $0.3\ E_h$. The cause lies in how the orbitals follow the perturbation.

\subsection{The coupled-perturbed equation}

Atomic units are used. Let $E(\kappa,q)$ be the energy of a closed-shell determinant with real occupied--virtual rotation angles $\kappa$ under a static, real, spin-free perturbation of strength $q$. Subscripts denote partial derivatives. The SCF condition $E_\kappa(\kappa(q),q)=0$ holds for every $q$, so its total derivative vanishes. Write $E_{\kappa\kappa}=4M$ and $E_{\kappa q}=4V$; $M$ is the singlet stability matrix $A+B$, as shown explicitly for the model below. Then
\begin{equation}
M\kappa_q=-V .
\end{equation}
Because $E_\kappa=0$, the first derivative is $dE/dq=E_q$. Differentiating again, with eigenpairs $(\lambda_n,v_n)$ of $M$,
\begin{equation}
\frac{d^2E}{dq^2}=E_{qq}+4V\cdot\kappa_q=E_{qq}-4\sum_n\frac{(v_n\cdot V)^2}{\lambda_n}.
\end{equation}
A zero of $\lambda_n$ gives a divergence only if $v_n\cdot V\neq0$, so the perturbation must share the spin, the spatial symmetry and the real or imaginary character of the soft rotation.

\subsection{The model and its three stability eigenvalues}

Two electrons of opposite spin occupy the space of two real orthonormal orbitals $a,b$ of opposite parity under some symmetry operation. The one-electron energies are $h_a=0$, $h_b=\Delta h$. The nonzero integrals are $J_{aa}$, $J_{bb}$, $J_{ab}=(aa|bb)$ and $K=(ab|ab)$; integrals such as $(aa|ab)$ vanish by parity. An odd coordinate $q$ adds $gq(|a\rangle\langle b|+|b\rangle\langle a|)$ to the one-electron operator and $k_0q^2/2$ to the energy, and leaves the integrals unchanged. The example takes round values, $J_{aa}=0.8$, $J_{bb}=0.5$, $J_{ab}=0.45$, $K=0.05\ E_h$, $g=0.05\ E_h/\mathrm{bohr}$, $k_0=0.3\ E_h/\mathrm{bohr}^2$, and scans $\Delta h$, as a totally symmetric coordinate would.

Take $q=0$ and $\phi_\sigma=(a+z_\sigma b)/\sqrt{1+|z_\sigma|^2}$ with $z_\sigma=u_\sigma+iw_\sigma$. The density is $\phi_\sigma^*\phi_\sigma=(aa+|z_\sigma|^2bb+2u_\sigma ab)/(1+|z_\sigma|^2)$; the imaginary part $w_\sigma$ cancels from the $ab$ term. The energy is the sum of the one-electron energies and the repulsion of the two densities. To second order the weight of $aa$ is $1-|z_\sigma|^2$, and $ab$ interacts only with $ab$, so
\begin{equation}
E=J_{aa}+\mu\,(|z_\alpha|^2+|z_\beta|^2)+4Ku_\alpha u_\beta,\qquad \mu=\Delta h+J_{ab}-J_{aa}.
\end{equation}
Define $\lambda=\mu+2K$. The normal modes, each with amplitude $\tau$, are
\begin{align}
u_\alpha=u_\beta=\tau&:\quad 2(\mu+2K)\tau^2=2\lambda\tau^2,\\
w_\alpha=\pm w_\beta=\tau&:\quad 2\mu\tau^2=2(\lambda-2K)\tau^2,\\
u_\alpha=-u_\beta=\tau&:\quad 2(\mu-2K)\tau^2=2(\lambda-4K)\tau^2.
\end{align}
The matrix $A$ is the energy of the singly excited state above the reference. The spatial functions $(ab\pm ba)/\sqrt2$ have energy $\Delta h+J_{ab}\pm K$, so $A=\mu\pm K$ for singlet and triplet. The matrix $B$ comes from the term $z_\alpha z_\beta\,bb$ of the determinant, which couples to $aa$ through $K$, and $B=\pm K$ according to the relative sign of $z_\alpha$ and $z_\beta$. Hence singlet $A+B=\lambda$, $A-B=\lambda-2K$ for both spins, and triplet $A+B=\lambda-4K$. The Fock operator $h+2J-K$ gives $\epsilon_a=J_{aa}$ and $\epsilon_b=\Delta h+2J_{ab}-K$, so
\begin{equation}
\Delta\epsilon=\lambda+J_{ab}-3K,
\end{equation}
which rearranges to $A+B=\Delta\epsilon-J_{ab}+3K$. In the example $\Delta h=\lambda+0.25$ and $\Delta\epsilon=\lambda+0.30\ E_h$.

For the Coulomb interaction $K$ is the self-repulsion of the density $ab$ and is positive. As $\lambda$ falls, the triplet eigenvalue then vanishes first, at $0.2\ E_h$ in the example, then $A-B$ at $0.1\ E_h$, and the singlet $A+B$ last. At $\lambda=0.07\ E_h$ the four values are $-0.13$, $-0.03$, $-0.03$ and $0.07\ E_h$. For small positive $\lambda$ the solution is a minimum only among real restricted determinants.

Three probes of strength $gs$ select the modes. With Pauli matrices in the $(a,b)$ space, $\langle\sigma_x\rangle=2u_\sigma$ and $\langle\sigma_y\rangle=2w_\sigma$ to first order. The real probe is $gs\sigma_x$ on both spins (a displacement or an electric field), the imaginary probe is $gs\sigma_y$ on both spins (the type of an orbital magnetic coupling), and the spin probe is $\pm gs\sigma_x$ for $\alpha$ and $\beta$. Each adds $4gs\tau$ to one mode and no linear term to the others. Stationarity of $2\Lambda\tau^2+4gs\tau$ gives $\tau=-gs/\Lambda$ and energy $-2g^2s^2/\Lambda$, so $d^2E/ds^2=-4g^2/\Lambda$, with $\Lambda$ the eigenvalue of that mode and $4g^2=0.01$. In $E_h/\mathrm{bohr}^2$, at $0.001\ E_h$ above each zero:
\begin{center}
\begin{tabular}{rrrr}
$\lambda/E_h$ & real & imaginary & spin\\
0.001 & $-10.0$ & $0.101$ & $0.050$\\
0.101 & $-0.099$ & $-10.0$ & $0.101$\\
0.201 & $-0.050$ & $-0.099$ & $-10.0$
\end{tabular}
\end{center}
An RHF force constant or polarizability therefore passes through a triplet instability without any feature.

\subsection{RHF: a simple pole}

For real restricted orbitals let the occupied and virtual orbitals be $i=a\cos\theta+b\sin\theta$ and $v=-a\sin\theta+b\cos\theta$, with $x=\sin^2\theta$. Then $h_{ii}=\Delta h\,x+gq\sin2\theta$. The density $ii=(1-x)\,aa+x\,bb+\sin2\theta\,ab$, with $\sin^22\theta=4x(1-x)$, gives $J_{ii}=J_{aa}(1-x)^2+J_{bb}x^2+(2J_{ab}+4K)x(1-x)$. Collecting powers of $x$ in $E=2h_{ii}+J_{ii}$,
\begin{equation}
E=J_{aa}+2\lambda x+Gx^2+2gq\sin2\theta,\qquad G=J_{aa}+J_{bb}-2J_{ab}-4K .
\end{equation}
$G>0$ is assumed; the example has $G=0.8+0.5-0.9-0.2=0.2\ E_h$. With $dx/d\theta=\sin2\theta$,
\begin{align}
E_\theta&=2(\lambda+Gx)\sin2\theta+4gq\cos2\theta,\\
E_{\theta\theta}&=4(\lambda+Gx)\cos2\theta+2G\sin^22\theta-8gq\sin2\theta\equiv4\lambda',\\
E_{\theta\theta\theta}&=12G\sin2\theta\cos2\theta-4E_\theta,\\
E_{\theta q}&=4g\cos2\theta\equiv4V,\qquad E_{\theta\theta q}=-8g\sin2\theta .
\end{align}
In the third line $8G\sin2\theta\cos2\theta$ comes from $2G\sin^22\theta$, $4G\sin2\theta\cos2\theta$ from $x$, and the remaining terms equal $-4E_\theta$, so $E_{\theta\theta\theta}=6G\sin4\theta$ at a stationary point. The quantity $\lambda'$ is the singlet $A+B$ of the rotated orbitals. A further rotation by $\tau$ repeats the expansion above in the basis $(i,v)$, and the new elements $h_{iv}$, $(ii|iv)$, $(vv|iv)$ enter with odd powers of $\tau$ only. The linear term gives $E_\theta=4[h_{iv}+(ii|iv)]=4f_{iv}$, the off-diagonal Fock element.

Since $E_{qq}=0$ for the electronic part,
\begin{equation}
\theta_q=-\frac{V}{\lambda'},\qquad k_{\rm HF}=k_0-\frac{4V^2}{\lambda'} .
\end{equation}
At $q=0$ the energy is even in $\theta$, so $\theta=0$ is stationary for every $\lambda$, and this branch runs through $\lambda=0$ with $\lambda'=\lambda$, $V=g$. There $k_{\rm HF}=0.3-0.01/\lambda$, which is $0.3-2=-1.7$ at $\lambda=0.005$ and $0.3+2=2.3$ at $\lambda=-0.005$. On the unstable side the solution is a maximum in $\theta$, the orbitals respond against the perturbation, and the mode is spuriously stiff.

The energy itself stays finite; the Taylor series in $q$ fails. For small $\theta$, $E-J_{aa}\simeq2\lambda\theta^2+G\theta^4+4gq\theta$. Linear response needs $G\theta^2\ll|\lambda|$, that is $|q|\ll|\lambda|^{3/2}/(g\sqrt G)$. At $\lambda=0$ stationarity gives $G\theta^3=-gq$ and $E-J_{aa}=-3G\theta^4=-3|gq|^{4/3}G^{-1/3}$, which has no second derivative at $q=0$. Finite-difference steps outside the linear range disagree with the analytic Hessian.

\subsection{The same eigenvalue controls SCF convergence}

At small $\theta$ the Fock matrix in the basis $(i,v)$ has gap $\Delta\epsilon$ and off-diagonal element $f_{iv}=\lambda\theta+gq$. By first-order perturbation theory its lowest eigenvector is $i-(f_{iv}/\Delta\epsilon)v$, so one Roothaan step is
\begin{equation}
\theta_{n+1}=\rho\,\theta_n-\frac{gq}{\Delta\epsilon},\qquad\rho=1-\frac{\lambda}{\Delta\epsilon}.
\end{equation}
The first step from $\theta=0$ is the uncoupled response. With the Fock operator frozen, each electron gains $-g^2q^2/\Delta\epsilon$ and the second derivative is $-4g^2/\Delta\epsilon$. The fixed point multiplies this by $1+\rho+\rho^2+\dots=1/(1-\rho)=\Delta\epsilon/\lambda$. At $\lambda=0.02$, $\rho=1-0.02/0.32=0.9375$, the factor is 16, and the uncoupled $-0.03125$ becomes $-0.50\ E_h/\mathrm{bohr}^2$. The pole sits at $\rho=1$, one of the two limits of contraction; at the other, $\rho=-1$, the iteration oscillates but the response has no pole. Since $\rho=(J_{ab}-3K)/\Delta\epsilon$, that second limit needs $J_{ab}<3K$ when $\Delta\epsilon>0$ and is not reached in the example. A step scaled by $\beta>0$ has slope $1-\beta\lambda/\Delta\epsilon$, and a positive level shift $\delta$ gives $1-\lambda/(\Delta\epsilon+\delta)$. Both exceed 1 for $\lambda<0$ and $\Delta\epsilon>0$, so neither device converges to the unstable solution. Imposed symmetry does, by holding $\theta=0$ exactly, and the soft mode then appears only in the response. DIIS can also converge to it, even from a guess with small $\theta\neq0$, because it extrapolates toward a zero of $f_{iv}$ whatever the sign of $\lambda$.

On the symmetric branch the RHF force constant has a simple pole where the singlet stability eigenvalue $\lambda$ vanishes, and the same eigenvalue controls the convergence of plain SCF iterations. It remains to treat correlated force constants on RHF orbitals, compare them with the exact result, follow the broken-symmetry branch and its folds, and draw the practical consequences.

Numerical values quoted here were computed with a short program.
